Spin current as the angular derivative of a trilayer's grand potential, part 1

(Sections cited here and not found follow in the second part.)

## The theorem for a finite trilayer

Two magnets are separated by a nonmagnetic spacer, and their exchange fields make an angle θ. If no term of the Hamiltonian other than the exchange fields acts on spin, the equilibrium spin current J_y that crosses the spacer from the left magnet to the right one is

J_y = −∂Ω/∂θ at fixed μ and T.

Here Ω is the grand potential of the electrons, μ the chemical potential and T the temperature. The index y names the spin component carried by the current, along the axis that turns the left field towards the right one. A spin current is angular momentum per unit time, which has the unit of energy, as has the derivative of Ω with respect to an angle. The minus sign belongs to the convention that flow from left to right is positive.

The electrons are independent particles on a lattice of layers, with any number of orbitals per layer. Let z be the majority-spin direction of the left magnet, and let that of the right magnet be

m_R = (sin θ, 0, cos θ).

I speak of spin directions throughout, because the magnetic moment of an electron points opposite to its spin. The Hamiltonian is

H(θ) = H₀ + X_L + X_R(θ),
X_L = −½ D_L σ_z,
X_R(θ) = −½ D_R (σ_x sin θ + σ_z cos θ).

H₀ holds all site energies and hoppings and is the unit matrix in spin. Its hoppings may be complex. D_L and D_R are Hermitian matrices in the orbitals of each layer of the left and right magnet. They vanish in the spacer and do not connect different layers. For the present they are given matrices that do not depend on θ, so that each exchange field turns rigidly. The trilayer is finite, so H is a finite matrix.

The first step is the derivative of the grand potential, which for independent electrons is

Ω = Tr w(H), w(E) = −kT ln(1 + e^{−(E−μ)/kT}).

The derivative of w is the Fermi function:

w′(E) = e^{−(E−μ)/kT}/(1 + e^{−(E−μ)/kT}) = 1/(e^{(E−μ)/kT} + 1) = f(E).

H and dH/dθ do not commute, so the chain rule needs an argument. For a power of H the product rule gives p terms, and cyclic permutation under the trace makes them equal:

d/dθ Tr Hᵖ = Σ_{q=0}^{p−1} Tr(H^q H′ H^{p−1−q}) = p Tr(H^{p−1} H′).

Hence d Tr w(H)/dθ = Tr[w′(H) H′] for every polynomial w. The eigenvalues of H lie in a bounded interval for all θ. On that interval w′ can be approximated uniformly by polynomials, and integrating these approximates w as well. The rule therefore carries over to the grand potential:

dΩ/dθ = Tr[f(H) dH/dθ] = Tr[f(H) dX_R/dθ].

The second step writes the derivative of the exchange field as a commutator. The Pauli matrices obey [σ_y, σ_z] = 2iσ_x and [σ_y, σ_x] = −2iσ_z, so

−(i/2)[σ_y, σ_x sin θ + σ_z cos θ]
= −(i/2)(−2iσ_z sin θ + 2iσ_x cos θ)
= −σ_z sin θ + σ_x cos θ.

This is the derivative of σ_x sin θ + σ_z cos θ. Now cut the trilayer at some plane in the spacer. Let P project on all layers to the right of the cut, and define the spin on that side by

S_y = (ħ/2) P σ_y.

The whole right magnet lies to the right of the cut, so P D_R = D_R P = D_R. Multiplying the commutator above by −½D_R gives

dX_R/dθ = −(i/ħ)[S_y, X_R].

The third step asks which other parts of H fail to commute with S_y. X_L acts on layers where P is zero, so it commutes. The part of H₀ that acts within either side also commutes, because it is the unit matrix in spin and does not change P. What remains is T_c, the sum of all hoppings that cross the cut. Therefore

[S_y, H] = [S_y, X_R] + [S_y, T_c],

and elimination of [S_y, X_R] gives

dH/dθ = −(i/ħ)[S_y, H] + (i/ħ)[S_y, T_c].

The first term has no equilibrium average. By cyclic permutation,

Tr(f [S_y, H]) = Tr(f S_y H) − Tr(f H S_y) = Tr[S_y (H f − f H)] = 0,

since f(H) commutes with H. This leaves

dΩ/dθ = (i/ħ) Tr(f [S_y, T_c]) = −(i/ħ) Tr(f [T_c, S_y]).

To recognise the right-hand side, consider the equation of motion of the spin to the right of the cut:

dS_y/dt = (i/ħ)[H, S_y] = (i/ħ)[T_c, S_y] + (i/ħ)[X_R, S_y].

The first term is the change of that spin by electrons hopping through the cut. Its average is by definition the spin current into the right side,

J_y = (i/ħ) Tr(f [T_c, S_y]).

Comparison with the previous result gives dΩ/dθ = −J_y, which is the theorem. The derivative on the left knows nothing of the position of the cut. The current is therefore the same through every cut between the two magnets, without any separate appeal to a continuity equation.

The second term of the equation of motion is the torque that the exchange field exerts on the electrons. In equilibrium the average of dS_y/dt vanishes, so this torque is −J_y. The reaction on the magnet that carries the field is +J_y. The spin current thus delivers to the right magnet the torque −∂Ω/∂θ. A positive rotation about y turns a vector along z towards x, which increases θ, and in a turn by dθ the torque does the work J_y dθ. When Ω falls with increasing θ, the current is positive and this work equals the fall of Ω. A free magnet does not simply follow the torque. Its angular momentum lies along its own axis, so it first precesses out of the plane, and damping then takes it towards lower Ω.

No voltage is applied, and nothing is dissipated. The electrons stand in a state that carries angular momentum steadily from one magnet to the other, and whatever holds the two directions in place must take up the torque.

The other spin components follow from symmetry. A common rotation of all spins is a unitary transformation that leaves H₀ unchanged and turns both exchange fields together. Ω is unchanged by it, so Ω can depend on the two directions through their scalar product c = m_L·m_R alone. Now turn the right field by a small angle φ about an arbitrary unit vector n. Then dm_R/dφ = n × m_R, and the identity

[n·σ, m·σ] = 2i (n × m)·σ

lets the proof above run unchanged with σ_y replaced by n·σ. It gives

n·J = −dΩ/dφ = −(dΩ/dc) m_L·(n × m_R).

The triple product can be permuted, m_L·(n × m_R) = n·(m_R × m_L) = −n·(m_L × m_R). Since n is arbitrary,

J = (dΩ/dc) m_L × m_R.

The spin carried by the current is perpendicular to both fields. In the chosen axes m_L × m_R = y sin θ, and dΩ/dθ = −sin θ dΩ/dc, so the y component returns the theorem. The current vanishes at θ = 0 and θ = 180° as long as dΩ/dc is finite there, which holds for a finite trilayer at T > 0. Complex hoppings, such as those produced by a magnetic field that acts on the orbital motion alone, do not alter these statements.

A numerical case with little symmetry shows the theorem at work. Take ten layers with two orbitals each: three magnetic, four of spacer, three magnetic. The site energies, the complex hoppings and the orbital structure of the exchange fields contain random parts, with hoppings near 1 eV and exchange splittings near 1.5 eV. At θ = 1 rad, μ = 0.1 eV and kT = 0.1 eV, numerical differentiation of Ω, computed from the eigenvalues, gives

dΩ/dθ = 0.004406044 eV.

The commutator formula for the current, evaluated with the density matrix, gives −0.004406044 eV at each of the five cuts between the magnets. The x and z components are below 10⁻¹⁵ eV, which is rounding error.

The position of the cut matters as soon as it enters a magnet. If the cut runs between the first and second layers of the right magnet, P no longer covers all of D_R, and the commutator with S_y produces the rotation of the outer layers alone. In the same example the current there is −0.004841 eV. The difference between what enters the first magnetic layer and what leaves it is the torque on that layer:

−0.004406 eV − (−0.004841 eV) = 0.000435 eV.

It has the opposite sign to the total torque on the magnet. The theorem fixes the sum over the layers, while the distribution among them depends on the details of the magnet.

So far μ was held fixed. When the mean electron number N is held fixed instead, the suitable potential is F = Ω + μN, and μ changes with θ. Using N = −∂Ω/∂μ,

(dF/dθ)_N = ∂Ω/∂θ + (∂Ω/∂μ)(dμ/dθ) + N dμ/dθ = ∂Ω/∂θ.

The two terms with dμ/dθ cancel, and the current is equally −(dF/dθ)_N. In the ten-layer example, differentiation at fixed N gives 0.004406044 eV again. This fixes N on average only. In a small isolated system with a strictly fixed N the occupations are not Fermi functions, and the current can have a different value.

A stronger restriction is that the exchange fields keep their magnitudes. In a mean-field magnet the magnitude is tied to the local moment, and the moment responds to θ. Consider one orbital per site and exchange terms −½Δ_i n_i·σ on the magnetic sites, with directions n_i that are imposed. Let s_i be the average of n_i·σ on site i, and let I be the interaction constant that binds splitting to moment. The mean-field functional for this spin part is

Ω_tot = Ω(θ, {Δ_i}) + Σ_i Δ_i²/(4I).

The derivative rule for Ω gives ∂Ω/∂Δ_i = −½s_i. The functional is therefore stationary when

−½s_i + Δ_i/(2I) = 0, or Δ_i = I s_i,

which is the self-consistency condition. Along the self-consistent solution,

dΩ_tot/dθ = ∂Ω/∂θ + Σ_i (∂Ω_tot/∂Δ_i)(dΔ_i/dθ) = ∂Ω/∂θ = −J_y.

The theorem survives for the full functional. It does not hold for the band part by itself, whose total derivative keeps an extra term:

dΩ/dθ = −J_y − ½ Σ_i s_i dΔ_i/dθ.

This term can be large. A chain of four magnetic, four spacer and four magnetic sites with hopping 0.8 eV, I = 4 eV, kT = 0.1 eV, μ = 0 and θ = 1 rad was solved self-consistently. The current is J_y = 0.02894 eV. The derivative of the full functional is −0.02894 eV, but that of the band part is −0.00325 eV, only about a ninth of the required size. The site energies were held fixed here. A self-consistent charge potential would need its own stationary term in the functional.

The last condition is the absence of spin-orbit coupling. Suppose that the layers to the right of the cut contain an additional term W that acts on spin and does not turn with the magnet. Then [S_y, H] acquires the term [S_y, W], and the same elimination gives

J_y + dΩ/dθ = (i/ħ) Tr(f [S_y, W]).

The right-hand side is angular momentum exchanged with the lattice to the right of the cut. If W acts in the spacer, it depends on the position of the cut, so the current through the spacer need no longer be uniform. The theorem is thus a statement of spin conservation: what leaves one magnet can be identified with what reaches the other because the spacer has no means of absorbing it.

For a finite trilayer with rigid exchange fields and no spin-orbit coupling, the equilibrium spin current through the spacer has been shown to equal −∂Ω/∂θ at fixed μ and T. It remains to prove the theorem for semi-infinite magnets, where the trace used here is unsafe, and to work out an example.
